# Counting the ferroelectric domain states of Ca3Ti2O7

**Data for all parts.** The parent structure of the bilayer perovskite Ca$_3$Ti$_2$O$_7$ has space group $G=I4/mmm$, with axes $a,a,c$. Coordinates refer to these axes. The lattice translations are the integer vectors and the same vectors shifted by $(\tfrac12,\tfrac12,\tfrac12)$. The ferroelectric structure has space group $F=A2_1am$, with conventional axes

$$\mathbf a_o=(1,1,0),\qquad \mathbf b_o=(-1,1,0),\qquad \mathbf c=(0,0,1),$$

and polarization along $\mathbf a_o$. The centring vector of $F$ is $(\mathbf b_o+\mathbf c)/2$.

A domain state is one of the distinct structures obtained by applying the operations of $G$ to a single ferroelectric structure $S$. All states are referred to one fixed, undeformed parent lattice.

## Part (a)

*Show that the number of domain states is the index of $F$ in $G$, and write this index as an orientational factor times a translational factor.*

**Answer.** Let $g,h\in G$. The structures $gS$ and $hS$ coincide when $h^{-1}gS=S$, that is, when $h^{-1}g\in F$. This is the condition for $g$ and $h$ to lie in the same left coset of $F$. States and cosets therefore correspond one to one, and $n=|G:F|$.

Both groups are infinite, so their orders cannot be divided. Let $P_G,P_F$ be the point groups and $T_G,T_F$ the translation groups. Define $M$ as the set of all operations of $G$ whose linear part belongs to $P_F$. Then $F\subset M\subset G$ and

$$|G:F|=|G:M|\,|M:F|.$$

For the first factor, taking the linear part maps $G$ onto $P_G$, and $M$ is everything that maps into $P_F$. Hence $|G:M|=|P_G|/|P_F|$.

For the second factor, take $m\in M$. Some $f\in F$ has the same linear part, so $mf^{-1}=t$ is a translation of $G$ and $m=tf$. Every coset of $F$ in $M$ thus has the form $tF$. Two of them, $tF$ and $t'F$, coincide when $t^{-1}t'\in F$, which means $t^{-1}t'\in T_F$. Hence $|M:F|=|T_G:T_F|$, and

$$n=\frac{|P_G|}{|P_F|}\;|T_G:T_F| .$$

The second factor is the ratio of primitive-cell volumes. The path between the two phases does not enter.

## Part (b)

*Evaluate both factors. Name a translation that connects different states with the same polarization.*

**Answer.** An element of $4/mmm$ permutes $x$ and $y$ or not, and chooses three signs: $2\times2^3=16$ elements. The point group $mm2$ has 4. The orientational factor is $16/4=4$.

The parent cell of volume $a^2c$ holds two lattice points, so its primitive volume is $a^2c/2$. Primitive vectors of $F$ are $\mathbf a_o$ and $(\mathbf b_o\pm\mathbf c)/2$, with

$$\det\begin{pmatrix}1&1&0\\-\tfrac12&\tfrac12&\tfrac12\\-\tfrac12&\tfrac12&-\tfrac12\end{pmatrix}
=1\left(-\tfrac14-\tfrac14\right)-1\left(\tfrac14+\tfrac14\right)=-1 .$$

The primitive volume is $a^2c$, and the translational factor is $1/\tfrac12=2$. Therefore

$$n=4\times2=8 .$$

Dividing the conventional ferroelectric volume $2a^2c$ by the primitive parent volume would give 4 for the second factor, because it ignores the $A$ centring.

The vector $(\tfrac12,\tfrac12,\tfrac12)=\tfrac12\mathbf a_o+\tfrac12\mathbf c$ belongs to $T_G$. It does not belong to $T_F$, whose vectors all have integer components along $\mathbf a_o$. It produces a different state, but a translation does not turn a vector, so the polarization is unchanged. The two states are antiphase partners.

## Part (c)

*The distortion consists of an octahedral rotation $R$ about $c$ and a tilt $T$ about an in-plane axis. For the bilayer centred at lattice point $\mathbf t$, with layers $\sigma=\pm1$, the small rotation vector of an octahedron is*

$$\boldsymbol\omega=\cos(2\pi\mathbf k\cdot\mathbf t)\,(R\,\hat{\mathbf z}+\sigma T\,\mathbf n_k).$$

*Here $\mathbf k$ is $\mathbf k_1=(\tfrac12,\tfrac12,0)$ or $\mathbf k_2=(\tfrac12,-\tfrac12,0)$, and $\mathbf n_k$ is the unit vector along $\mathbf k$. Find how the parent operations change $(R,T)$, confirm the space group, recount the states and relate the polarization to $R$ and $T$.*

**Answer.** A translation $\mathbf s$ multiplies both amplitudes by $\varepsilon=\cos(2\pi\mathbf k\cdot\mathbf s)=\pm1$, since $2\mathbf k$ is a reciprocal-lattice vector.

A point operation $W$ about the bilayer centre sends the axial vector $\boldsymbol\omega$ to $\det(W)\,W\boldsymbol\omega$. If it reverses $z$, it also exchanges the layers, which adds a factor $-1$ to $T$. For the operations that keep the arm:

- Mirror normal to $c$: the axial rule leaves $R$ and reverses $T$; the layer exchange restores $T$. Result $(R,T)$.
- Inversion: axial vectors are unchanged, but the layers are exchanged. Result $(R,-T)$.
- Twofold axis along $\mathbf n_k$: $\hat{\mathbf z}$ is reversed, $\mathbf n_k$ is kept, and the layers are exchanged. Result $(-R,-T)$.
- Mirror containing $\mathbf n_k$ and $c$: both vectors lie in the plane, so both axial components reverse. Result $(-R,-T)$.
- Mirror normal to $\mathbf n_k$: the component along $\hat{\mathbf z}$ reverses and that along $\mathbf n_k$ does not. Result $(-R,T)$.

The twofold axis and the mirror containing $\mathbf n_k$ survive when combined with a translation that has $\varepsilon=-1$. On arm $\mathbf k_1$ the component of $\mathbf s$ along the polar axis, in units of $\mathbf a_o$, is

$$\frac{\mathbf s\cdot\mathbf a_o}{|\mathbf a_o|^2}=\frac{s_x+s_y}{2}=\mathbf k_1\cdot\mathbf s=\tfrac12\ (\text{mod }1).$$

The twofold axes are therefore all screws. With $\mathbf s=(1,0,0)$ the plane normal to $\mathbf b_o$ is an $a$ glide, and the mirror normal to $c$ is pure. With the surviving centring this is $A2_1am$.

Inversion reverses $T$ alone and the mirror normal to $\mathbf n_k$ reverses $R$ alone. The fourfold rotation $(x,y)\to(-y,x)$ exchanges the arms. All combinations are reached: 2 arms $\times$ 2 signs of $R$ $\times$ 2 signs of $T$ $=8$, as in part (b).

For the polarization, write $P_n=\mathbf P\cdot\mathbf n_k$. The product $RT$ changes sign under inversion and under the mirror normal to $\mathbf n_k$, as $P_n$ does; the other listed operations and the translations change neither. The fourfold rotation takes $\mathbf n_1$ to $-\mathbf n_2$, hence $(R,T)$ on arm 1 to $(R,-T)$ on arm 2, and $RTP_n$ is again unchanged. The lowest-order polarization-dependent part of the energy density for one arm, with no polar instability of its own ($\chi>0$), is

$$f=\frac{P_n^2}{2\chi}-\gamma RTP_n .$$

Setting $\partial f/\partial P_n=P_n/\chi-\gamma RT=0$ gives

$$\mathbf P=\lambda RT\,\mathbf n_k,\qquad \lambda=\chi\gamma .$$

The magnitude holds at this order. The sign rule among the eight states follows from symmetry alone.

If $T=0$, inversion survives. If $R=0$, inversion combined with a translation of $\varepsilon=-1$ survives. Either distortion alone is nonpolar. In this model the polarization has no instability of its own and is induced by the product of the two distortions, which is why the ferroelectricity is called hybrid improper.

## Part (d)

*Take $|R|=10^\circ$, $|T|=9^\circ$, $|\mathbf P|=8\ \mu\mathrm{C/cm^2}$ and $\lambda>0$. List the states and classify the seven others relative to one of them.*

**Answer.** Each in-plane component has magnitude $8/\sqrt2=5.66\ \mu\mathrm{C/cm^2}$.

| State | Arm | $R,\ T$ (deg) | $P_x,\ P_y$ ($\mu$C/cm$^2$) |
|---|---|---|---|
| 1 | $k_1$ | $+10,\ +9$ | $+5.66,\ +5.66$ |
| 2 | $k_1$ | $-10,\ -9$ | $+5.66,\ +5.66$ |
| 3 | $k_2$ | $-10,\ -9$ | $+5.66,\ -5.66$ |
| 4 | $k_2$ | $+10,\ +9$ | $+5.66,\ -5.66$ |
| 5 | $k_2$ | $-10,\ +9$ | $-5.66,\ +5.66$ |
| 6 | $k_2$ | $+10,\ -9$ | $-5.66,\ +5.66$ |
| 7 | $k_1$ | $+10,\ -9$ | $-5.66,\ -5.66$ |
| 8 | $k_1$ | $-10,\ +9$ | $-5.66,\ -5.66$ |

Relative to state 1, state 2 is the antiphase partner, with both distortions reversed. States 7 and 8 have reversed polarization, through reversal of the tilt or of the rotation respectively. States 3 to 6 lie on the other arm, with polarization turned by $90^\circ$.

Spontaneous strain is unchanged by inversion and by translation, so it distinguishes the arms but not the states within one arm. There are two ferroelastic classes of four states.

An enumeration on an idealized 96-atom crystal agrees. Of the 128 parent operations in the periodic box, 16 leave the distorted crystal unchanged, and $128/16=8$ distinct structures result. Doubling the box along $c$ does not change the count.

## Part (e)

*Does a count of eight identify the phase? Consider (i) rotation and tilt on different arms, and (ii) both on one arm with the tilt axis perpendicular to $\mathbf k$. How many ferroelectric states arise within one domain of a rotation-only phase?*

**Answer.** It does not.

(i) Let $R$ lie on $\mathbf k_1$ and $T$ on $\mathbf k_2$. The translation $(\tfrac12,\tfrac12,\tfrac12)$ reverses only $R$, and $(\tfrac12,-\tfrac12,\tfrac12)$ reverses only $T$. All four sign pairs are reached by translations, so the translational factor is 4. Any sign change made by a point operation that keeps both arms can be undone by a translation. The point group is then $mmm$, of order 8, and the orientational factor is $16/8=2$. The total is again 8, but the phase contains inversion and is nonpolar.

(ii) With $R$ on $\mathbf k_1$ and the tilt axis along $[1\bar10]$, the sign rules of part (c) hold with $\mathbf n_k$ replaced by the tilt axis, because all those operations still keep the arm. The polar axis is therefore $[1\bar10]$, and the count is again $4\times2$. The twofold rotation about this axis still needs a translation with $\mathbf k_1\cdot\mathbf s=\tfrac12$ (mod 1). Now $\mathbf s=(\tfrac12,\tfrac12,\tfrac12)$ qualifies and has no component along the axis. Pure twofold axes exist, so this is a different polar space group.

The rotation-only phase obtained by setting $T=0$ in part (c), with both layers rotating in the same sense, has 2 arms $\times$ 2 signs $=4$ states, and its group contains $F$. Since indices multiply along a chain of subgroups, each of its domains splits into $8/4=2$ ferroelectric states. They differ in the sign of $T$ and have opposite polarization. The antiphase partner of either belongs to another rotation domain. The argument needs the group–subgroup relation. A phase in which the two layers rotate in opposite senses also has four states, but its group does not contain the group of any of the eight ferroelectric states, so the ratio $8/4$ does not apply to it.

## Part (f)

*A field of $0.2$ MV/cm is applied along $[110]$. With $a=0.383$ nm and $c=1.94$ nm, find the splitting of the eight states. Discuss what the count omits in a real crystal.*

**Answer.** The ferroelectric primitive cell has volume

$$V=a^2c=(0.383)^2(1.94)\ \mathrm{nm^3}=0.2846\ \mathrm{nm^3}.$$

In SI units $P=0.08\ \mathrm{C/m^2}$ and $E=2\times10^7\ \mathrm{V/m}$, so $PE=1.6\times10^6\ \mathrm{J/m^3}$ and $PEV=4.55\times10^{-22}\ \mathrm J=2.84$ meV. The energies $-\mathbf P\cdot\mathbf E\,V$ are:

- $-2.84$ meV for states 1 and 2;
- $0$ for states 3 to 6;
- $+2.84$ meV for states 7 and 8.

A uniform field is unchanged by translation, so it cannot separate antiphase partners. A poled crystal can therefore still contain antiphase walls.

The splitting per cell is small beside $k_BT=25.9$ meV at 300 K, but a domain acts as a whole. For a 10 nm cube, $PE$ times the volume is 10 eV. This is the energy gained by a $90^\circ$ switch into the field direction; a full reversal gains twice as much. Both are driving energies, not switching barriers.

The field also induces polarization. For an assumed isotropic relative permittivity of 30,

$$\epsilon_0(\epsilon_r-1)E=0.51\ \mu\mathrm{C/cm^2},$$

or 6.4 percent of the spontaneous value. Its energy is then the same for all eight states and leaves the splitting unchanged. In the orthorhombic crystal the permittivities along and across the polar axis generally differ; a difference $\Delta\epsilon_r$ shifts states 3 to 6 relative to the other four by $\tfrac12\epsilon_0\Delta\epsilon_r E^2V$, about 0.03 meV per cell for $\Delta\epsilon_r=10$.

The geometry, angles and polarization are rough, rounded values in the regime of Ca$_3$Ti$_2$O$_7$ crystals, not a calculation of the material. Treating the octahedral rotations to first order stretches Ti–O bonds by up to 2.1 percent. Corrections that respect $F$ change the atomic positions but not the index.

Real twinned crystals break the assumption of a fixed parent lattice. Suppose the two in-plane axes differ by a rough 0.1 percent, and take $b_o$ as the longer for definiteness; if $a_o$ is the longer, the signs found below for the two walls interchange. A wall containing $c$ and $[100]$ follows the diagonal of the $a_o\times b_o$ rectangle in both domains, so each polar axis makes an angle $\arctan(b_o/a_o)$ with it, on opposite sides. The angle between the polar direction $[110]$ of one domain and the polar direction $[1\bar10]$ of the other differs from $90^\circ$ by

$$2\arctan(b_o/a_o)-90^\circ=0.057^\circ,$$

and by the opposite amount for a wall containing $[010]$. These small turns do not create new states under the definition used here.

A substrate or stress that distinguishes $[110]$ from $[1\bar10]$ does lift the degeneracy: it favours one ferroelastic class, leaving four states of equal lowest energy instead of eight. The numerical output lists the inputs and the main results.

## Numbers as computed

```
input a, c: 0.383, 1.94 nm
input rotation, tilt: 10, 9 deg
input polarization: 8.0 uC/cm2
atoms in test box: 96
parent operations in box: 128
operations kept in box: 16
parent point-group order: 16
ferroelectric point-group order: 4
primitive volume, parent: 0.5 a^2 c
primitive volume, ferroelectric: 1.0 a^2 c
orientations: 4
translational variants: 2
domain states counted: 8
change of count on doubling cell: 0
twofold shifts along a_o: [0.5] a_o
state: arm, R (deg), T (deg), Px, Py (uC/cm2)
1: k1, +10, +9, +5.66, +5.66
2: k1, -10, -9, +5.66, +5.66
3: k2, -10, -9, +5.66, -5.66
4: k2, +10, +9, +5.66, -5.66
5: k2, -10, +9, -5.66, +5.66
6: k2, +10, -9, -5.66, +5.66
7: k1, +10, -9, -5.66, -5.66
8: k1, -10, +9, -5.66, -5.66
other states with same P: 1
states with reversed P: 2
states with P turned 90 deg: 4
ferroelastic classes: 2
states per ferroelastic class: 4
contrast: total, orientations, translations, polar axes
rotation only: 4, 2, 2, 0
tilt only: 4, 2, 2, 0
different arms: 8, 2, 4, 0
tilt axis across k: 8, 4, 2, 1
twofold shifts, tilt across k: [0.0, 0.5] repeat
field along [110]: 0.2 MV/cm
ferroelectric primitive volume: 0.2846 nm3
field energy per cell: -2.84 meV, 2 states
field energy per cell: +0.00 meV, 4 states
field energy per cell: +2.84 meV, 2 states
kT at 300 K: 25.9 meV
P E times volume, 10 nm cube: 10.0 eV
input relative permittivity: 30
field-induced polarization: 0.51 uC/cm2
induced / spontaneous P: 6.4 percent
input in-plane axis difference: 0.1 percent
misorientation, two walls: +0.057, -0.057 deg
largest linearized bond stretch: 2.12 percent
```
